# Singly charged vacancies at negative effective U: an equilibrium bound

**Setting.** An oxygen vacancy in an oxide semiconductor film has one localized orbital, which holds $n=0$, 1 or 2 electrons. The corresponding charge states are 2+, + and 0, and their equilibrium fractions are $f_{2+}$, $f_+$ and $f_0$. The vacancy exchanges electrons with a reservoir at Fermi level $\mu$ and temperature $T$. Energies are measured from the conduction band edge. With $E_n$ the energy of the vacancy holding $n$ electrons, its lattice relaxed, the effective interaction is

$$U=E_2+E_0-2E_1 .$$

It is the energy gained or spent when two singly charged vacancies turn into one neutral and one doubly charged vacancy. Excited electronic states are left out. Parts (a) to (d) treat one vacancy, part (e) adds charged neighbours, and parts (f) and (g) apply the result to a film.

## (a) How can $U$ be negative?

**Question.** The electrons repel each other with energy $U_C>0$ and couple linearly to one lattice oscillator:

$$H_n=n\varepsilon_b+U_C\,\delta_{n,2}+\hbar\omega\,a^\dagger a-g_c\,n\,(a+a^\dagger).$$

Find $U$, and show that it also governs the free energies.

**Answer.** For fixed $n$, define the shifted operator $b=a-g_cn/\hbar\omega$. Multiplying out,

$$\hbar\omega\,b^\dagger b=\hbar\omega\,a^\dagger a-g_cn(a+a^\dagger)+\frac{g_c^2n^2}{\hbar\omega}.$$

With the relaxation energy $E_r=g_c^2/\hbar\omega$, the Hamiltonian becomes

$$H_n=n\varepsilon_b+U_C\,\delta_{n,2}-n^2E_r+\hbar\omega\,b^\dagger b .$$

A shift by a number leaves the commutator unchanged, so $b^\dagger b$ has the eigenvalues 0, 1, 2, … for each $n$. The oscillator therefore contributes the same free energy to all three charge states, and this cancels in the combination $F_2+F_0-2F_1$. The spin degeneracy of the + state, which would add $2kT\ln2$ to this combination, is left out here and counted separately in part (b). What remains is

$$U=(2\varepsilon_b+U_C-4E_r)-2(\varepsilon_b-E_r)=U_C-2E_r .$$

The relaxation grows as $n^2$, so two electrons on one site gain more than two electrons on separate sites. With the round values $U_C=1.00$ eV and $E_r=0.75$ eV, $U=1.00-1.50=-0.50$ eV.

## (b) The three fractions

**Question.** Write the equilibrium fractions in terms of $U$ and the level $\varepsilon=E_1-E_0$, including spin.

**Answer.** Set $E_0=0$. Then $E_1=\varepsilon$, and the definition of $U$ gives $E_2=2\varepsilon+U$. A state with $n$ electrons has the grand-canonical weight $\exp[-(E_n-n\mu)/kT]$.

The empty orbital is one state. A single electron may have either spin, which gives two states of equal energy when there is no magnetic field. Two electrons in the same orbital must have opposite spins, so the neutral vacancy is again one state. With $x=\exp[(\mu-\varepsilon)/kT]$ the weights are

$$w_{2+}=1,\qquad w_+=2x,\qquad w_0=x^2e^{-U/kT},$$

and each fraction is its weight divided by $w_{2+}+w_++w_0$.

The second electron is added at the energy $E_2-E_1=\varepsilon+U$. For negative $U$ this lies below $\varepsilon$: the second electron is bound more strongly than the first.

## (c) The bound

**Question.** For $U=-0.5$ eV and $T=300$ K, show that the singly charged fraction never exceeds about 0.00006, wherever the Fermi level lies.

**Answer.** First form a ratio from which $\mu$ drops out:

$$\frac{f_+^2}{f_0f_{2+}}=\frac{4x^2}{x^2e^{-U/kT}}=4e^{U/kT}.$$

This is the law of mass action for the reaction in which one 0 and one 2+ vacancy become two + vacancies. Its square root, rearranged, is

$$2\sqrt{f_0f_{2+}}=f_+\,e^{-U/2kT}.$$

Since $(\sqrt{f_0}-\sqrt{f_{2+}})^2\ge0$, we have $f_0+f_{2+}\ge2\sqrt{f_0f_{2+}}$. The three fractions add up to one, so

$$1=f_++f_0+f_{2+}\ge f_+\left(1+e^{-U/2kT}\right),$$

$$f_+\le\frac{1}{1+e^{-U/2kT}} .$$

At 300 K, $kT=0.025852$ eV. The exponent is $0.25/0.025852=9.670$ and its exponential is 15842, so

$$f_+\le\frac{1}{15843}=6.3\times10^{-5}.$$

To one figure this is 0.00006. Read as a strict ceiling, 0.00006 would be about 5% too low.

The exponent contains $|U|/2$ because the energy $|U|$ is the cost of making a pair of + vacancies, and each member of the pair carries half of it.

## (d) Where the maximum lies, and what spin does

**Question.** Is the bound reached? Find the full dependence on $\mu$, the width of the maximum, and the result without spin degeneracy. Examine the limits in $U$ and $T$.

**Answer.** Equality requires $f_0=f_{2+}$, hence $x^2e^{-U/kT}=1$, or

$$\mu=\varepsilon_p\equiv\varepsilon+\frac U2 .$$

At this pair level the vacancy is equally likely to hold no electrons or two. The bound is reached there, so it is the maximum.

Now let $y=\exp[(\mu-\varepsilon_p)/kT]$. Because $\mu-\varepsilon=\mu-\varepsilon_p+U/2$, we have $x=y\,e^{U/2kT}$, and the weights become 1, $2y\,e^{U/2kT}$ and $y^2$. Dividing numerator and denominator of $f_+$ by $w_+$ gives

$$f_+=\frac{1}{1+e^{-U/2kT}\,\frac{y+1/y}{2}}=\frac{1}{1+e^{-U/2kT}\cosh\frac{\mu-\varepsilon_p}{kT}} .$$

At half maximum the denominator is twice its smallest value, $2(1+e^{-U/2kT})$. Solving for the hyperbolic cosine,

$$\cosh\frac{\mu-\varepsilon_p}{kT}=2+e^{U/2kT}.$$

The full width is $2kT\,\mathrm{arccosh}(2+e^{U/2kT})=0.068$ eV. Even the small maximum is thus confined to a narrow range of Fermi levels. Farther away, $f_+$ falls by a factor $e$ for each $kT$.

If the + state had degeneracy $g$ instead of 2, the mass-action constant would be $g^2e^{U/kT}$. The same steps then give

$$f_+^{\max}=\frac{g}{g+2e^{-U/2kT}} .$$

For $g=1$ this is $3.2\times10^{-5}$, so spin nearly doubles the answer.

For $U=0$ the maximum is 1/2. This is right for two independent spin orbitals, each half filled: the chance that one is filled and the other empty is $2\times\frac12\times\frac12$. For large positive $U$ the maximum tends to 1, and the singly charged state is stable over a range of Fermi levels. For negative $U$ it tends to zero as $T\to0$.

## (e) Charged neighbours

**Question.** Vacancies in a film repel one another. Does an interaction energy $\sum_{i<j}V_{ij}q_iq_j$, with charges $q_i=2-n_i$, spoil the bound?

**Answer.** Fix the charges of all vacancies except $i$. The terms containing $q_i$ are

$$(2-n_i)\sum_{j\ne i}V_{ij}q_j=\text{constant}-n_i\sum_{j\ne i}V_{ij}q_j .$$

They are linear in $n_i$. They therefore lower the level $\varepsilon_i$ by $\sum_jV_{ij}q_j$ but leave $U$ alone: positive neighbours bind electrons more strongly. Part (c) holds for any level, so it holds for each arrangement $C$ of the other charges. With $P(C)$ the probability of that arrangement,

$$f_{i,+}=\sum_CP(C)\,f_{i,+}(C)\le\frac{1}{1+e^{-U/2kT}} .$$

The argument needs the reservoir. In a closed group of vacancies with an odd total number of electrons, at least one vacancy must be singly charged, however negative $U$ is.

## (f) An undoped film

**Question.** A film 40 nm thick contains $N_V=10^{18}$ vacancies per cm³ with $\varepsilon_p=-0.40$ eV. The conduction band has effective mass $0.34\,m_e$. Find the largest possible density of singly charged vacancies at 300 K. Then find the actual fraction when the vacancies are the sole source of electrons and the film is neutral.

**Answer.** The largest density is

$$6.31\times10^{-5}\times10^{18}\ \text{cm}^{-3}=6.3\times10^{13}\ \text{cm}^{-3}.$$

Multiplied by the thickness, $4.0\times10^{-6}$ cm, this is $2.5\times10^{8}$ cm⁻².

For the neutral film, suppose that the electron gas is dilute, so that $n=N_ce^{\mu/kT}$ with

$$N_c=2\left(\frac{2\pi m kT}{h^2}\right)^{3/2}=4.975\times10^{18}\ \text{cm}^{-3}.$$

Neutrality requires $n=N_V(2f_{2+}+f_+)$. Suppose further that most vacancies are neutral, so $y\gg1$ and $f_{2+}\approx1/y^2$, and drop the small $f_+$. Since $y=n/(N_ce^{\varepsilon_p/kT})$,

$$n\approx\frac{2N_V}{y^2}=\frac{2N_VN_c^2e^{2\varepsilon_p/kT}}{n^2},\qquad n^3\approx2N_VN_c^2e^{2\varepsilon_p/kT}.$$

This gives $n\approx1.22\times10^{14}$ cm⁻³. Solving the full neutrality condition numerically gives a density about 0.3% higher, with

$$\mu=-0.2745\ \text{eV},\qquad f_{2+}=6.0\times10^{-5},\qquad f_+=9.8\times10^{-7}.$$

Both suppositions hold: nearly all vacancies are neutral, and Fermi-Dirac statistics would change the electron density at this $\mu$ by a relative amount of only about $10^{-5}$.

The singly charged fraction is some 64 times smaller than the bound, because the Fermi level lies about 0.13 eV, nearly five $kT$, above the pair level. To reach the maximum, $\mu$ must be brought down to $-0.40$ eV. There $f_0\approx f_{2+}\approx\frac12$, so the vacancies carry a positive charge density close to $N_V$ in units of the elementary charge. In a uniform, neutral film, nearly as many ionized acceptors would be needed to balance it.

## (g) How far can the number be trusted?

**Question.** Estimate how the bound changes with temperature, with disorder in $U$ and with softer vibrations in the + state. Then examine tunnelling between vacancies and the time needed to reach equilibrium.

**Answer.**

*Temperature.* With $U$ held fixed, the maximum is $2.5\times10^{-4}$ at 350 K and $7.9\times10^{-3}$ at 600 K. The figure for room temperature must not be carried over to an anneal.

*Disorder.* A spread in $\varepsilon$ alone leaves the bound intact. A spread in $U$ does not. Let $U=U_0+\delta$, with $\delta$ Gaussian of standard deviation $\sigma$. While the bound is small, it is close to $e^{U/2kT}$. Completing the square in its average,

$$-\frac{\delta^2}{2\sigma^2}+\frac{\delta}{2kT}=-\frac{(\delta-\sigma^2/2kT)^2}{2\sigma^2}+\frac{\sigma^2}{8(kT)^2},$$

so the average bound is multiplied by about $\exp[\sigma^2/8(kT)^2]$. For $\sigma=0.10$ eV this factor is 6.5. Numerical averaging of the full expression gives 6.4, and a bound of $4.0\times10^{-4}$. By the completed square, the average is dominated by sites with $U$ near $U_0+\sigma^2/2kT\approx-0.31$ eV, less negative than the mean.

*Vibrations.* An oscillator has partition function $1/[2\sinh(\hbar\omega/2kT)]$. Suppose that three modes have quantum 30 meV in the 0 and 2+ states but 20% less in the + state, with $U$ now defined without zero-point energy. The weight of the + state gains the factor

$$R=\left[\frac{\sinh(\hbar\omega/2kT)}{\sinh(0.8\,\hbar\omega/2kT)}\right]^3=2.07 .$$

Replacing $g=2$ by $2R$ in part (d) raises the maximum to $1.3\times10^{-4}$.

*Tunnelling.* In a close pair made of one neutral and one 2+ vacancy, an electron can hop across virtually while the lattice stands still. The cost is $|U|$ plus $E_r$ for each of the two unrelaxed sites: $\Delta=0.50+1.50=2.00$ eV. The mutual repulsion of the two + charges, which would raise $\Delta$, is left out of this estimate. Either electron can hop, so the matrix element to the singlet ++ state is $\sqrt2\,t$ in magnitude, and to leading order the admixed weight is $2t^2/\Delta^2$. It equals the thermal bound at $t=0.011$ eV.

For a rough distance law take $t=I e^{-\kappa d}$. Here $I=0.65+0.75=1.40$ eV is the energy to remove an electron from the neutral vacancy at fixed lattice, and $\kappa=\sqrt{2mI}/\hbar=3.5$ nm⁻¹. The crossing then falls at $d=1.4$ nm. For random positions, a share $1-\exp(-4\pi N_Vd^3/3)\approx1\%$ of the vacancies has a nearer neighbour. This admixture is a spin singlet, not a thermal population of free spins. With these inputs the empty orbital of the relaxed 2+ vacancy lies at $\varepsilon+E_r=+0.60$ eV, inside the conduction band, and a hop to the band edge costs only $I=1.40$ eV, less than $\Delta$. Mixing with band states is left out, so the figures describe the two-orbital model only.

*Equilibration.* Removing the first electron from a neutral vacancy to the band edge costs $\Delta E=0.65$ eV after relaxation. Let $Q$ be the lattice coordinate, scaled so that $Q=n$ is relaxed. The energies before and after emission are $E_r(Q-2)^2$ and $\Delta E+E_r(Q-1)^2$. They are equal at $2-Q=(\Delta E+E_r)/2E_r$, which gives the barrier

$$\frac{(\Delta E+E_r)^2}{4E_r}=0.653\ \text{eV}.$$

With the frequency of a 30 meV phonon, $7.25\times10^{12}$ s⁻¹, as a rough attempt rate, the first emission takes about 0.01 s. This is not the equilibration time, which also involves the second emission (barrier $(0.15+0.75)^2/3.00=0.27$ eV) and the two capture steps, whose rates follow from detailed balance. With the same attempt rate and $\mu$ held fixed, the populations relax in about $10^{-6}$ s at the Fermi level of (f) and in about 0.007 s at the pair level. Only for lower $\mu$ does the time approach that of the first emission. Under illumination, or before equilibrium returns, the bound is not guaranteed.

*The real case.* The thickness and mass are rough values for an amorphous indium gallium zinc oxide transistor film. The vacancy density is a round value; in practice it depends strongly on growth and annealing. The levels and $U$ are model inputs, not computed properties of that oxide. The model also omits the hydrogen-like state in which a 2+ vacancy binds a band electron. Its binding energy, $4\times13.6\times0.34/\epsilon_r^2$ eV, is 0.185 eV for an assumed permittivity $\epsilon_r=10$ and 0.082 eV for $\epsilon_r=15$, against 0.15 eV for the localized level. Counted as a further + state, it raises the maximum about fivefold in the first case and by 7% in the second. The electron density found in (f) is low for a conducting film, where other donors such as hydrogen may supply most of the electrons. They would move $\mu$, but not the bound. The same is true of a gate or of surface charge: the neutral film of (f) holds only about $5\times10^8$ electrons per cm², so even a small added charge shifts its Fermi level. The interface itself is another matter: its image energy goes as $q^2$ and so changes $U$. For $\epsilon_r=10$ the shift is about $+0.06$ eV at 1 nm from a free surface and about $-0.07$ eV at 1 nm from a metal, which multiplies the local bound by about 3 and by about 1/4. A single value of $U$ is also an idealization for an amorphous film: a spread of 0.10 eV, itself an assumed figure, raises the upper limit on the average fraction from $6\times10^{-5}$ to $4\times10^{-4}$. That limit is reached only if all sites have the same pair level; otherwise they do not reach their maxima at the same $\mu$, and the average stays lower.
